# Net optical gain from a variable-stripe-length measurement

## Problem

A semiconductor slab waveguide is optically pumped through a slit, so that a narrow stripe is excited. One end of the stripe lies at the cleaved edge of the sample. The slit sets the stripe length without changing the pump power per unit length. Light that leaves through the edge is collected and measured at one wavelength.

When the stripe is lengthened from 0.5 mm to 1.0 mm, the signal rises fivefold, which here means that it is multiplied by 5.

(a) Derive the dependence of the edge emission on stripe length, and find the net gain.

(b) What signal ratio would mark the border between net gain and net loss?

(c) What should a third stripe of 1.5 mm give?

(d) Each signal has an independent relative error of 5 %. How large is the resulting error of the gain?

## Hints

1. Consider a thin slice of the stripe. Guided light gains power there in two ways: light already present is amplified, and new spontaneous emission is added.
2. No light enters the stripe at its inner end. This fixes the constant of integration.
3. You know neither the strength of the spontaneous emission nor the collection efficiency. Look for a combination of the two signals that contains neither.
4. The difference of two squares, $q^2-1=(q-1)(q+1)$, turns the ratio into something that can be inverted by hand.
5. For part (d), differentiate the gain with respect to the ratio.

## Solution

### The amplification formula

Let $x$ run along the stripe from the inner end, $x=0$, to the sample edge, $x=\ell$. Let $I(x)$ be the guided power travelling towards the edge, within the narrow band that is detected. Two constants describe the pumped material:

- $g$ is the net modal gain, the relative growth of guided power per unit length. It equals the gross gain of the guided mode minus the propagation loss. It refers to power, not to field amplitude. It is also not the gain of the active material itself, because only part of the mode overlaps that material.
- $J$ is the spontaneous power added to this travelling light per unit length.

Both are assumed to be the same everywhere in the stripe and for every stripe length. The power balance of a slice is then

$$\frac{dI}{dx}=gI+J,\qquad I(0)=0 .$$

To solve it for $g\neq0$, move $gI$ to the left and multiply by $e^{-gx}$. The left side becomes a total derivative:

$$\frac{d}{dx}\left(Ie^{-gx}\right)=Je^{-gx}.$$

Integrate from $0$ to $\ell$. The lower limit contributes nothing on the left because $I(0)=0$, so

$$I(\ell)e^{-g\ell}=\frac{J}{g}\left(1-e^{-g\ell}\right).$$

Multiplying by $e^{g\ell}$ gives

$$I(\ell)=\frac{J}{g}\left(e^{g\ell}-1\right).$$

For $g=0$ the balance is simply $dI/dx=J$, which gives $I(\ell)=J\ell$. This is also the limit of the formula, since $e^{g\ell}-1\approx g\ell$ for small $g\ell$. For strong net loss the exponential dies out and $I$ approaches $J/|g|$: light from distant points is absorbed before it reaches the edge, and further lengthening adds almost nothing.

### Removing the unknown constants

The detector records $S(\ell)=\eta I(\ell)$. Assume that the collection factor $\eta$ is the same for light from every point of the stripe. With $L=0.5$ mm, the ratio of the two signals is

$$R=\frac{S(2L)}{S(L)}=\frac{e^{2gL}-1}{e^{gL}-1}.$$

Both $\eta$ and $J/g$ have cancelled. Write $q=e^{gL}$ for the power amplification along one length $L$. Then

$$R=\frac{q^2-1}{q-1}=\frac{(q-1)(q+1)}{q-1}=1+q=1+e^{gL}.$$

The division is allowed for $q\neq1$, that is for $g\neq0$. At $g=0$ the linear law gives $R=2L/L=2$ directly, in agreement with the same formula.

The result has a simple reading. The half of the long stripe next to the edge emits what the short stripe emitted, and accounts for the term 1. The added half delivers the same power to the midpoint of the stripe, and that power is then amplified by $e^{gL}$ on its way out.

### Inverting for the gain

Subtract 1 and take the logarithm:

$$g=\frac{\ln(R-1)}{L}.$$

There is no second real solution, because $dR/dg=Le^{gL}$ is positive for every $g$. A solution requires $R>1$. Within this model a longer stripe can never emit less than a shorter one, so a measured $R\le1$ would show that an assumption has failed or that the readings are in error.

For the measured ratio, with $L=0.05$ cm,

$$g=\frac{\ln 4}{0.05\ \text{cm}}=\frac{1.3863}{0.05\ \text{cm}}=27.7\ \text{cm}^{-1}.$$

In decibels this is $10g/\ln10$, or about 120 dB/cm. The amplification is 4 along the short stripe and 16 along the long one. Inserting these factors returns the measurement: $(16-1)/(4-1)=5$.

It would be wrong to treat the signal itself as a pure exponential. That would give $\ln R/L=32.2\ \text{cm}^{-1}$. The excess follows from

$$\frac{\ln R}{L}=\frac{\ln(1+e^{gL})}{L}=g+\frac{\ln(1+e^{-gL})}{L}.$$

The last term is small compared with $g$ only when $gL$ is large. Here $e^{-gL}=1/4$, and the term adds about $4.5\ \text{cm}^{-1}$.

### The border between gain and loss

From $R-1=e^{gL}$, a ratio above 2 means net gain, $R=2$ means transparency, and $1<R<2$ means net loss. A signal that grows with stripe length is therefore no evidence of net gain by itself. Near transparency $e^{gL}\approx1+gL$, so $R\approx2+gL$, and the gain appears as a small departure from doubling.

### The third stripe

For length $3L$, use $q^3-1=(q-1)(q^2+q+1)$:

$$\frac{S(3L)}{S(L)}=\frac{q^3-1}{q-1}=1+q+q^2=1+4+16=21.$$

Two signals with $R>1$ always yield some value of $g$, whether or not the model holds. The third reading is what puts the model on trial. The predicted 21 itself carries the error of the measured $R$. A departure from it beyond what the errors of all three readings allow shows that at least one assumption fails, though not which one. Agreement has limits too. With reading errors of 5 %, the difference between the measured and the predicted ratio is uncertain by about 2.8, while the lateral escape of Variation 1 changes it by only about 0.1. And if all lengths are wrong by a common factor, the predicted ratios stay the same, while the inferred $g$ is wrong by the inverse of that factor.

### The reading error

Differentiating the inverted formula gives

$$\frac{dg}{dR}=\frac{1}{L(R-1)}.$$

For two independent signals with the same small relative error $\varepsilon$, the squared relative errors add, so $\delta R=\sqrt2\,\varepsilon R$. To first order in $\varepsilon$,

$$\delta g=\frac{\sqrt2\,\varepsilon R}{L(R-1)}.$$

With $\varepsilon=0.05$,

$$\delta g=\frac{1.414\times0.05\times5}{0.05\ \text{cm}\times4}=1.8\ \text{cm}^{-1}.$$

The measurement thus gives $g=(28\pm2)\ \text{cm}^{-1}$, as far as reading errors are concerned. Since $R/(R-1)=1+e^{-gL}$, the error at fixed $L$ falls as the gain rises, but it stays above $\sqrt2\,\varepsilon/L$. For positive $g$, a longer stripe reduces it further, at the price of stronger saturation.

### How a real waveguide departs from the model

The numbers suit, roughly, an optically pumped III–V quantum-well waveguide near 1550 nm, where net modal gains of some tens per centimetre are a reasonable scale. To size the neglected effects, take a stripe 100 µm wide, an index of 3.3, and a true net gain equal to the value just found. Each effect below is switched on alone. The quoted shift is the apparent gain, $\ln(R-1)/L$, minus the true one. All the device parameters are rough choices.

**Saturation.** Strong guided light depletes the gain. With a propagation loss of 10 cm⁻¹, the gross gain is 37.7 cm⁻¹. Let it be divided by $1+P/P_s$, where $P$ is the total power of the outward and inward waves and $P_s=500$ mW, or 5 mW per µm of width. The edge reflects a fraction $\rho=[(3.3-1)/(3.3+1)]^2=0.286$ back inward. The spontaneous source per length is taken as the product of the number of lateral modes, an inversion factor of 2, the photon energy, a bandwidth of 5 THz and the gross gain. Counting modes up to an angle of $w/L=0.2$, where $w$ is the stripe width, gives about 85. Solving the two coupled wave equations by iteration gives 2.2 mW arriving at the edge of the long stripe, and a peak total power of 2.4 % of $P_s$. The shift is $-0.4\ \text{cm}^{-1}$. The spontaneous source is held constant here; carrier depletion lowers it too, which can roughly double the shift.

**Feedback.** Inward light can cross the unpumped material, reflect at the far facet and return. For a sample of length $D$ with unpumped absorption $\alpha$, the returned fraction is $r=\rho e^{-2\alpha(D-\ell)}$. With $G=e^{g\ell}$, the power $E$ arriving at the edge obeys

$$E=I+Gr(I+\rho GE),\qquad\text{so}\qquad E=I\,\frac{1+rG}{1-r\rho G^2}.$$

This holds below the onset of lasing, $r\rho G^2<1$, with interference ignored. For $D=3$ mm and $\alpha=20\ \text{cm}^{-1}$ the shift is $+0.2\ \text{cm}^{-1}$. It depends exponentially on $\alpha$: at $15\ \text{cm}^{-1}$ it is about $+1.6\ \text{cm}^{-1}$, and at $10\ \text{cm}^{-1}$ about $+13\ \text{cm}^{-1}$. A weakly absorbing sample therefore needs special care.

**Edge gap and filter.** If the first 10 µm at the edge are unpumped, both stripes are shorter by that amount, and the shift is $+0.2\ \text{cm}^{-1}$. If the detector averages over a 10 nm band centred on a parabolic gain peak that reaches zero 40 nm from its centre, the shift is $-0.1\ \text{cm}^{-1}$.

For the 0.5 mm and 1.0 mm stripes and the parameters chosen, these four shifts are smaller than the reading error. The 1.5 mm stripe is affected far more. Saturation alone lowers its ratio from 21 to about 17.6. The feedback formula gives $r\rho G^2\approx0.83$, close to the onset of lasing. In such a device the third reading mainly tests for saturation and feedback. Lateral escape and uneven pumping, treated in the variations, are comparable with it: for the parameters chosen there, each lowers the apparent gain by about 1.7 cm⁻¹. This ranking holds only for the parameters chosen. Halving $P_s$, with the source falling as the square of the carrier density, brings the saturation shift to about $-1.8\ \text{cm}^{-1}$, and an unpumped absorption of $15\ \text{cm}^{-1}$ makes feedback about as large. Each effect has to be sized for the sample at hand.

## Variation 1: light escapes through the sides

*The lens has a numerical aperture of 0.10. Light emitted far from the edge can leave the 100 µm wide stripe sideways before it arrives. What gain corresponds to $R=5$ if such light is lost?*

Let $z$ be the distance of an emitting point from the edge. By refraction at the edge, the lens accepts internal angles up to $\theta$, where $\sin\theta=0.10/3.3$, so $\theta=1.74^\circ=0.0303$ rad. A ray at a small angle $\phi$ shifts sideways by $z|\phi|$. For emission spread evenly across the width $w$, the fraction $z|\phi|/w$ is lost. For angles spread evenly between $-\theta$ and $\theta$, the mean of $|\phi|$ is $\theta/2$. The retained fraction is therefore

$$c(z)=1-\kappa z,\qquad \kappa=\frac{\theta}{2w}=\frac{0.0303}{0.02\ \text{cm}}=1.52\ \text{cm}^{-1},$$

provided that $z\theta<w$. From the inner end of the long stripe, 85 % is retained.

Light from $z$ is amplified by $e^{gz}$, so the collected power is, after integration by parts,

$$I(\ell)=J\int_0^\ell(1-\kappa z)e^{gz}dz
=J\left[\frac{(1-\kappa\ell)e^{g\ell}-1}{g}+\frac{\kappa(e^{g\ell}-1)}{g^2}\right].$$

Setting $I(2L)/I(L)=5$ and solving numerically for $g$ gives $29.4\ \text{cm}^{-1}$, compared with 27.7 cm⁻¹ from the simple formula.

The size of this correction can be understood without the integral. The loss of collection acts like an extra attenuation at the rate

$$-\frac{d\ln c}{dz}=\frac{\kappa}{1-\kappa z},$$

which rises from 1.5 cm⁻¹ at the edge to $1.52/0.85=1.8\ \text{cm}^{-1}$ at the inner end of the long stripe. The simple formula reports the gain minus an average of this attenuation. While $z\theta<w$ holds, a wider stripe or a smaller aperture reduces the error.

## Variation 2: the far half is pumped more weakly

*The half of the long stripe next to the edge has $g=27.7\ \text{cm}^{-1}$, but the far half receives 5 % less pump power. What gain does the simple formula report?*

Let $I_n$ and $I_f$ be the powers that the near and far halves emit when each stands alone. Light from the far half still passes through the near half, so

$$R=\frac{I_n+e^{gL}I_f}{I_n},\qquad R-1=e^{gL}\frac{I_f}{I_n}.$$

The reported gain is therefore

$$g_{\text{app}}=\frac{\ln(R-1)}{L}=g+\frac{1}{L}\ln\frac{I_f}{I_n}.$$

The simple formula is recovered when the halves emit equally. If the far half emits less, the near-half gain is underestimated; if it emits more, it is overestimated.

To put in numbers, make a simple assumption: radiative recombination of electrons with holes dominates, and the emission in the detected band follows the total emission. The spontaneous source is then proportional to the pump power, and the carrier density is taken as proportional to its square root. Let the gain depend logarithmically on density, with a coefficient of 40 cm⁻¹. The far-half gain is

$$g_f=27.73+40\times\tfrac12\ln0.95=26.70\ \text{cm}^{-1}.$$

The amplification formula, applied to each half, gives

$$\frac{I_f}{I_n}=0.95\times\frac{(e^{g_fL}-1)/g_f}{(e^{gL}-1)/g}
=0.95\times0.969=0.921 .$$

The weaker source and the lower gain both reduce the ratio. The shift is $\ln(0.921)/(0.05\ \text{cm})\approx-1.65\ \text{cm}^{-1}$, and the formula reports about 26.1 cm⁻¹. Under these assumptions, a pump deficit of 5 % costs about 6 % of the near-half gain. For a strongly pumped quantum well observed near its gain peak, this is probably a high estimate, because the emission there varies less than the total. Auger recombination, often strong near 1550 nm, also weakens the response of the carrier density to the pump. Measuring the spontaneous emission from above, point by point along the stripe, can reveal such a deficit if the detection efficiency is the same at every point and the readings are precise enough.

Numerical values quoted here were computed with a short program.
